# Well-tempered bias on the potential energy and the replica ladder

## Problem

A classical system at temperature $T$, with $\beta=1/kT$, has potential energy $U$ and configurational density of states $g(U)$. Its canonical energy density is $P(U)=g(U)e^{-\beta U}/Z$, normalized to one. Well-tempered metadynamics is applied here with $U$ itself chosen as the collective variable. For narrow hills deposited slowly, the bias $V(U,t)$ starts from zero and grows as

$$\frac{\partial V}{\partial t}=\omega\,e^{-V/[(\gamma-1)kT]}\,\frac{P(U)\,e^{-\beta V}}{Z_V},\qquad Z_V=\int P\,e^{-\beta V}\,dU ,$$

where $\gamma>1$ is the bias factor and $\omega>0$ is a constant. The last fraction is the density sampled at time $t$.

(a) Which density of $U$ is sampled at long times?

(b) What happens to the mean and the variance of $U$ if $P$ is Gaussian? For a large system in a single phase, what is the leading correction to the mean?

(c) Evaluate both for a periodic harmonic solid of 512 atoms at 300 K with $\gamma=16$. Measure $U$ from its minimum.

(d) Replicas at different temperatures, each with its own converged bias and all with the same $\gamma$, exchange configurations. Find the mean swap acceptance.

(e) How many replicas cover 300 K to 1200 K for this solid at an acceptance of at least 0.25, without and with the bias?

## Hints

- (a) Absorb $Z_V$ into a new time variable. The equation then separates at each $U$.
- (b) Expand $\ln P$ about its maximum to third order. Dividing $\ln P$ by $\gamma$ does not move the maximum, but the mean is not the maximum.
- (c) A harmonic system with $f$ coordinates has $g\propto U^{f/2-1}$.
- (d) The bias belongs in the Metropolis ratio. Write the weight of a configuration in terms of $g$ and see what cancels. Then ask what becomes of the acceptance integral when the two energies are interchanged.
- (e) Express the energy width through the heat capacity.

## Solution

### (a) The sampled density

Define $\tau$ by $d\tau=\omega\,dt/Z_V$. Combining the two exponentials gives

$$\frac{\partial V}{\partial\tau}=P\,e^{-aV},\qquad a=\frac{1}{kT}+\frac{1}{(\gamma-1)kT}=\frac{\gamma}{(\gamma-1)kT}.$$

Since $\partial(e^{aV})/\partial\tau=aP$ and $V=0$ at the start,

$$V=\frac1a\ln(1+aP\tau).$$

The bias is never negative, so $Z_V\le1$ and $\tau\ge\omega t$ grows without limit. Once $aP\tau\gg1$ at a given $U$,

$$V(U)=\left(1-\frac1\gamma\right)kT\ln P(U)+\text{a term independent of }U .$$

Therefore $Pe^{-\beta V}\propto P\cdot P^{-(1-1/\gamma)}$, and the sampled density is

$$P_\gamma(U)\propto P(U)^{1/\gamma}.$$

Energies far in the tails, where $P$ is tiny, reach this form last.

### (b) Mean and variance

For a Gaussian $P\propto\exp[-(U-\bar U)^2/2\sigma^2]$, the power $1/\gamma$ gives $\exp[-(U-\bar U)^2/2\gamma\sigma^2]$. The mean is unchanged and the variance becomes $\gamma\sigma^2$.

A real $P$ is slightly skewed. With $x$ measured from the maximum, write

$$\ln P=\text{const}-\frac{x^2}{2s^2}+\frac{hx^3}{6}+\dots$$

In a single phase $\ln P$ scales with the number of atoms $N$ at fixed $U/N$, so $s^2\sim N$ and $h\sim N^{-2}$. For typical $x\sim\sqrt N$ the cubic term is of order $N^{-1/2}$ and can be treated to first order. With $\langle x^4\rangle=3s^4$ and $\langle x^6\rangle=15s^6$ for the Gaussian part,

$$\langle x\rangle=\frac h6\,3s^4=\frac{hs^4}{2},\qquad \langle x^3\rangle=\frac h6\,15s^6=\frac{5hs^6}{2}.$$

The third central moment is, to this order,

$$\kappa_3=\langle x^3\rangle-3\langle x\rangle\langle x^2\rangle=\frac52hs^6-\frac32hs^6=hs^6 .$$

Under the bias $s^2\to\gamma s^2$ and $h\to h/\gamma$, so $\langle x\rangle\to(h/\gamma)(\gamma s^2)^2/2=\gamma hs^4/2$. The maximum has stayed in place, and the mean has moved by

$$\delta\bar U=(\gamma-1)\frac{hs^4}{2}=(\gamma-1)\frac{\kappa_3}{2\sigma^2}.$$

Both moments follow from the configurational heat capacity $C=d\bar U/dT$. Using $d/d\beta=-kT^2\,d/dT$,

$$\sigma^2=-\frac{d\bar U}{d\beta}=kT^2C,\qquad \kappa_3=-\frac{d\sigma^2}{d\beta}=k^2T^3\left(2C+T\frac{dC}{dT}\right),$$

and hence

$$\delta\bar U=(\gamma-1)kT\left[1+\frac{T}{2C}\frac{dC}{dT}\right].$$

At fixed $\gamma$ this shift does not grow with $N$, whereas $\sigma$ grows as $\sqrt N$ and $\bar U$ as $N$. This is the sense in which the mean is nearly fixed.

The bracket matters when $C$ varies with temperature. Take a test solid with harmonic modes contributing $600\,k$ to $C$ and 4000 independent two-level excitations whose energy equals $kT$ at the temperature considered. With $x=\epsilon/kT$, each two-level unit contributes $k\,x^2e^x/(1+e^x)^2$. At $x=1$ this gives $C/k=600+4000\,e/(1+e)^2=1386.4$ and $(T/k)\,dC/dT=-4000\,e\,[2-\tanh(1/2)]/(1+e)^2=-1209.5$. The program's finite differences give 1386.6 and $-1209.6$. For $\gamma=4$ the formula gives a shift of $1.691\,kT$; direct summation over the density of states gives $1.693\,kT$.

### (c) The harmonic solid

Removing the three translations leaves $f=3\cdot512-3=1533$ coordinates. Each contributes $k/2$ to $C$, so $c\equiv C/k=766.5$ and $g\propto U^{c-1}$. Then

$$P_\gamma\propto U^{(c-1)/\gamma}\,e^{-U/\gamma kT}.$$

This is a gamma distribution with shape $A=(c-1)/\gamma+1$ and scale $\gamma kT$. Its mean is shape times scale, and its variance is shape times scale squared:

$$\bar U_\gamma=(c-1+\gamma)kT,\qquad \sigma_\gamma^2=\gamma(c-1+\gamma)(kT)^2 .$$

Setting $\gamma=1$ gives the unbiased values $c\,kT$ and $c(kT)^2$. The shift is $(\gamma-1)kT$, in agreement with (b) for constant $C$, and the variance ratio is $\gamma[1+(\gamma-1)/c]$.

At 300 K, $kT=0.02585$ eV:

- The mean rises by $15\times0.02585=0.388$ eV, from 19.82 to 20.20 eV, which is 1.96 percent of the unbiased mean.
- The standard deviation rises from $\sqrt{766.5}\,kT=0.716$ eV to $\sqrt{16\times781.5}\,kT=2.89$ eV.
- The variance ratio is $16(1+15/766.5)=16.31$.

The shift is about half of the original width but only 13 percent of the new one. The condition for the simple rule is $\gamma\ll c$. In the opposite limit, $\gamma\gg c$, the mean tends to $\gamma kT$ and the variance to $(\gamma kT)^2$, so neither half of the rule survives.

### (d) Swap acceptance

In replica $i$ a configuration of energy $U$ has weight $w_i=e^{-\beta_i(U+V_i)}$, and the energy density is $p_i\propto g\,w_i$. By (a), $p_i\propto(g\,e^{-\beta_iU})^{1/\gamma}$, so

$$\ln w_i(U)=-\frac{\beta_iU}{\gamma}-\left(1-\frac1\gamma\right)\ln g(U)+\text{const}.$$

The second term is the same function in every replica because $\gamma$ is common to all. It cancels in the Metropolis ratio:

$$\ln r=\ln\frac{w_i(U_j)\,w_j(U_i)}{w_i(U_i)\,w_j(U_j)}=\frac{(\beta_i-\beta_j)(U_i-U_j)}{\gamma}.$$

Let $i$ be the colder replica, so that $\Delta\beta=\beta_i-\beta_j>0$. The mean acceptance is

$$\alpha=\iint p_i(U_i)\,p_j(U_j)\min(1,r)\,dU_i\,dU_j .$$

The region $U_i>U_j$ has $r>1$ and contributes $\mathrm{Prob}(U_i>U_j)$. In the region $U_i<U_j$ the integrand is $r\,p_i(U_i)p_j(U_j)=p_i(U_j)p_j(U_i)$. Renaming the variables turns this into the first contribution. Thus

$$\alpha=2\,\mathrm{Prob}(U_i>U_j).$$

Take Gaussian densities of equal width. Since $d\bar U/d\beta=-\sigma^2$, the difference $U_i-U_j$ has mean $-\sigma^2\Delta\beta$. Its variance is $2\gamma\sigma^2$. A normal variable with mean $-m$ and variance $v$ is positive with probability $\tfrac12\mathrm{erfc}(m/\sqrt{2v})$, so

$$\alpha=\mathrm{erfc}\left(\frac{\sigma^2\Delta\beta}{\sqrt{4\gamma\sigma^2}}\right)=\mathrm{erfc}\left(\frac{\sigma\,\Delta\beta}{2\sqrt\gamma}\right).$$

For Gaussian densities the mean energies stay as far apart as before (for the harmonic solid the separation grows by the factor $1+(\gamma-1)/c$), while the distributions are $\sqrt\gamma$ times wider. The same overlap is therefore reached at a $\sqrt\gamma$ times larger spacing.

For the harmonic solid no Gaussian approximation is needed. Write $U_i=\gamma kT_iG_1$ and $U_j=\gamma kT_jG_2$, with $G_1,G_2$ independent gamma variables of shape $A$ and unit scale. The condition $U_i>U_j$ becomes $G_2/(G_1+G_2)<1/(1+\rho)$ with $\rho=T_j/T_i$. The fraction on the left follows a beta distribution, so

$$\alpha=2\,I_{1/(1+\rho)}(A,A),$$

where $I$ is the regularized incomplete beta function. The acceptance depends on the temperatures through their ratio alone, so a geometric ladder gives equal acceptance between all neighbours.

### (e) The number of replicas

From (b), $\sigma=\sqrt c\,kT$. For a small step $\Delta\beta\approx\Delta\ln T/kT$, hence $\sigma\Delta\beta\approx\sqrt c\,\Delta\ln T$. Solving the Gaussian acceptance for the step and dividing the whole range by it gives the number of intervals

$$n=\frac{\ln(T_{\max}/T_{\min})}{2\,\mathrm{erfc}^{-1}(\alpha)}\sqrt{\frac c\gamma}.$$

The intervals fall by $\sqrt\gamma$ as long as $\gamma\ll c$; at $\gamma=256$ the exact harmonic acceptance gives 1.63 intervals for the solid below, against 1.47 from this formula. The number is rounded up, and there is one more replica than there are intervals. At fixed $\gamma$, $n$ still grows as $\sqrt N$.

Here $\ln4=1.3863$ and $\mathrm{erfc}^{-1}(0.25)=0.8134$:

$$n_{\gamma=1}=\frac{1.3863\times\sqrt{766.5}}{2\times0.8134}=23.59,\qquad n_{\gamma=16}=\frac{23.59}{4}=5.90 .$$

| $\gamma$ | $n$, Gaussian | $n$, harmonic | replicas | acceptance |
|---|---|---|---|---|
| 1 | 23.59 | 23.59 | 25 | 0.258 |
| 4 | 11.80 | 11.81 | 13 | 0.258 |
| 16 | 5.90 | 5.93 | 7 | 0.255 |

The bias reduces 25 replicas to 7, at 300, 378, 476, 600, 756, 952 and 1200 K. The replica count falls by a factor of 3.6 rather than 4 because of the extra replica at the end of each ladder. This counts replicas at a given acceptance. It does not include the time needed to converge the biases, nor the time a replica takes to travel along the ladder. It also assumes that the solid stays harmonic over all energies the biased replicas visit. At 1200 K with $\gamma=16$, the central 95 percent of the sampled energies correspond to temperatures $U/(c-1)k$ from about 910 to 1590 K, against 1120 to 1290 K without bias. In a real crystal anharmonicity or melting can set in within that range; $C$ is then not constant, and the two-phase case of Variation 1 may apply.

The numerical output below also checks (a) by integrating the growth law, and (c) and (d) by Metropolis sampling of coordinates with the explicit bias.

## Variation 1: two phases

*Let $P$ consist of two Gaussian peaks of unit width at $U=\mp10$, with weights 0.9 and 0.1, and let $\gamma=4$. Is the mean still nearly fixed?*

The peaks hardly overlap, so near each one $P^{1/\gamma}$ is a broadened Gaussian multiplied by its weight to the power $1/\gamma$. Both are broadened equally, and the minor weight becomes

$$\frac{0.1^{1/4}}{0.1^{1/4}+0.9^{1/4}}=\frac{0.562}{0.562+0.974}=0.366 .$$

The mean moves from $-10(0.9)+10(0.1)=-8.00$ to $-10(0.634)+10(0.366)=-2.68$, a shift of 5.3 original peak widths, or 2.7 broadened ones. The cubic expansion in (b) assumed a single maximum. At a first-order transition, where the peaks are separated by a latent heat proportional to $N$, the shift can itself be proportional to $N$.

## Variation 2: recovering canonical averages

*The biased replica at $T_{\min}$ is not canonical. For Gaussian $P$, compare reweighting it with adding one unbiased replica at $T_{\min}$.*

Let $p$ and $q$ be the unbiased and biased densities, of variance $\sigma^2$ and $\gamma\sigma^2$. Reweighting uses $W=p/q$. The effective fraction of independent samples, judged by the spread of the weights, is $\langle W\rangle_q^2/\langle W^2\rangle_q$, with $\langle W\rangle_q=1$ and

$$\langle W^2\rangle_q=\int\frac{p^2}{q}\,dx=\frac{\sqrt\gamma}{\sigma\sqrt{2\pi}}\int e^{-(2-1/\gamma)x^2/2\sigma^2}dx=\frac{\sqrt\gamma}{\sqrt{2-1/\gamma}}=\frac{\gamma}{\sqrt{2\gamma-1}} .$$

The fraction is therefore $\sqrt{2\gamma-1}/\gamma$, or 0.348 for $\gamma=16$. The harmonic solid gives 0.347. This figure ignores the observable. For the mean energy the relevant integral is $\int (p^2/q)\,x^2\,dx=\langle W^2\rangle_q\,\sigma^2/(2-1/\gamma)$, so the fraction is $(2\gamma-1)^{3/2}/\gamma^2=0.67$ at $\gamma=16$.

For a swap between an unbiased energy $x$ and a biased energy $x'$, both measured from the common mean,

$$\ln r=\left(1-\frac1\gamma\right)\frac{x^2-x'^2}{2\sigma^2}.$$

The interchange argument of (d) now gives $\alpha=2\,\mathrm{Prob}(|x|>|x'|)$. Put $x=\sigma z_1$ and $x'=\sqrt\gamma\,\sigma z_2$, with $z_1,z_2$ independent standard normal variables. The condition is $|z_2/z_1|<1/\sqrt\gamma$. The direction of $(z_1,z_2)$ is uniform in the plane, so this has probability $(2/\pi)\arctan(1/\sqrt\gamma)$, and

$$\alpha=\frac4\pi\arctan\frac1{\sqrt\gamma}.$$

This is 1 at $\gamma=1$, as it must be for identical replicas, and 0.312 at $\gamma=16$; the harmonic solid gives 0.311. That exceeds the target of 0.25, so a single extra replica suffices. It samples the canonical distribution at $T_{\min}$ without reweighting, and the total is 8 replicas instead of 25. The comparison holds when canonical averages are wanted at $T_{\min}$ only: the unbiased ladder is canonical at each of its 25 temperatures, whereas the other biased replicas would still need reweighting.

## Numbers as computed

```
TESTS (energies in units of kT of the cold replica)
bias grown in time, c=61, gamma=4: mean 64.000, variance 256.00
  formula: mean 64.000, variance 256.00
Metropolis, 40 coordinates, gamma=4: mean 23.05, variance 90.7
  formula: mean 23.00, variance 92.0
  swap acceptance at T ratio 1.5: sampled 0.501, formula 0.503
two-level solid, gamma=4: C/k 1386.6, T C'/k -1209.6
  mean shift: computed 1.693, formula 1.691
  variance ratio 4.005
Gaussian swap, gamma=9: quadrature 0.6206, formula 0.6206
two peaks 20 widths apart, gamma=4: minor weight 0.1 -> 0.366
  mean in peak widths: -8.00 -> -2.68
WORKED EXAMPLE: periodic harmonic solid
atoms 512, c = C/k 766.5, gamma 16
T range 300 to 1200 K, ln(Tmax/Tmin) 1.3863
target acceptance 0.25, inverse erfc 0.8134
kT at Tmin: 0.02585 eV
mean U unbiased 19.816 eV, biased 20.203 eV
mean shift 0.388 eV = 1.96 percent of the mean
std of U unbiased 0.716 eV, biased 2.891 eV
variance ratio 16.31
gamma 1: intervals Gaussian 23.59, harmonic 23.59, used 24; replicas 25; acceptance 0.258
gamma 4: intervals Gaussian 11.80, harmonic 11.81, used 12; replicas 13; acceptance 0.258
gamma 16: intervals Gaussian 5.90, harmonic 5.93, used 6; replicas 7; acceptance 0.255
ratio of unrounded harmonic intervals 3.975
biased ladder in K: 300, 378, 476, 600, 756, 952, 1200
effective sample fraction: harmonic 0.347, Gaussian formula 0.348
swap with unbiased replica at Tmin: harmonic 0.311, Gaussian formula 0.312
replicas: unbiased ladder 25, biased ladder 7, biased plus one unbiased 8
```
